# Why Light Accelerates Anodic Etching More in n-Type than p-Type Silicon

**Q.** I etch two silicon wafers anodically, one n-type and one p-type, with the same doping. Under the lamp the n-type wafer responds enormously and the p-type wafer hardly at all. Both absorb the same light. Why should the doping type matter?

**A.** Anodic attack of silicon needs holes at the surface: a missing bonding electron weakens a surface bond. Let the capture of the first hole be the slow step, and let each captured hole remove a fixed number of atoms. The etch rate is then proportional to the hole-capture flux

\[
R=k\,p_s ,
\]

where \(p_s\) is the hole density at the surface and \(k\) a velocity. If light changes neither \(k\) nor the mechanism,

\[
\frac{R_{\rm light}-R_{\rm dark}}{R_{\rm dark}}
=\frac{k(p_{s,\rm light}-p_{s,\rm dark})}{k\,p_{s,\rm dark}}
=\frac{\Delta p_s}{p_{s,\rm dark}}\equiv f .
\]

Acceleration is thus a fractional change. The denominator differs greatly between your wafers: holes are the majority carriers in p-type and the minority carriers in n-type.

**Q.** Then can I say that light creates the same \(\Delta p\) in both, and divide by the equilibrium hole densities?

**A.** That gives the right order of the two wafers, but a badly wrong number for n-type. Under anodic bias the n-type surface is depleted of electrons, and its hole density is set by a balance between supply and consumption, not by bulk equilibrium. Nor is \(\Delta p_s\) the same in both wafers.

I take a thick wafer, the surface at \(x=0\), the solid at \(x>0\), and a uniform generation rate \(G\). Both wafers have doping \(N\), and all carriers have lifetime \(\tau\), set by midgap recombination centres. Light is weak, \(G\tau\ll N\), and the band bending is held fixed when it is switched on. I count hole flux as positive towards the surface.

For n-type the steady balance is

\[
k\,p_s=F ,
\]

with \(F\) the flux of holes delivered from inside. If \(F\) does not depend on \(k\), then \(k\) cancels from the fractional change:

\[
f_n=\frac{F_{\rm light}-F_{\rm dark}}{F_{\rm dark}} .
\]

**Q.** How many holes does the light deliver?

**A.** Let the depletion layer end at \(x=w\). Beyond it the solid is neutral and holes move by diffusion. With diffusivity \(D_h\) and equilibrium density \(p_0=n_i^2/N\), where \(n_i\) is the intrinsic density,

\[
D_h p''-\frac{p-p_0}{\tau}+G=0 .
\]

The field in the layer sweeps holes to the surface, so I set \(p(w)=0\). Two quantities must be small for this. Holes returning from the surface against the bending \(\varphi\), in units of \(kT/e\), contribute about \(p_se^{-\varphi}\), which is negligible at large \(\varphi\). The flux itself needs a density of order \(FL_D/D_h\) at the edge, which is about one Debye length \(L_D\) thick. With \(F\approx GL_h\) and \(L_h^2=D_h\tau\), its ratio to the undisturbed density \(G\tau\) is

\[
\frac{GL_hL_D}{D_hG\tau}=\frac{L_D}{L_h}\ll1 .
\]

The solution that stays finite at depth is

\[
p(x)=(p_0+G\tau)\left[1-e^{-(x-w)/L_h}\right].
\]

Its slope at \(w\) is \((p_0+G\tau)/L_h\). Since \(D_h/L_h=L_h/\tau\), the flux into the layer is

\[
D_hp'(w)=\frac{L_h}{\tau}(p_0+G\tau)
=\frac{p_0L_h}{\tau}+GL_h .
\]

The depletion layer adds \(Gw\), because few electrons are there for the holes to recombine with. The supply due to light is therefore

\[
F_{\rm light}-F_{\rm dark}=G(L_h+w).
\]

**Q.** And in the dark, is the supply just the first term, \(p_0L_h/\tau\)?

**A.** No. The depletion layer also generates carriers thermally. To find how much, we need the electron density inside it. Let \(u(x)\) be the local band bending in units of \(kT/e\), falling from \(\varphi\) at the surface to zero at depth. Electrons follow \(n=Ne^{-u}\), and the charge density is \(e(N-n)\) if the charge of the holes is neglected. The electrostatic potential is \(-(kT/e)u\), so Poisson's equation becomes

\[
u''=\frac{1-e^{-u}}{L_D^2},\qquad L_D^2=\frac{\varepsilon kT}{e^2N},
\]

where the \(k\) in \(kT\) is Boltzmann's constant. Multiply by \(u'\) and integrate from the neutral interior, where \(u=u'=0\):

\[
\frac{u'^2}{2}=\frac{u+e^{-u}-1}{L_D^2}
\quad\Rightarrow\quad
u'\approx-\frac{\sqrt{2(u-1)}}{L_D}\quad(u\gg1).
\]

The depth at which the bending has fallen to \(u\) is

\[
x(u)=L_D\int_u^{\varphi}\frac{du_1}{\sqrt{2(u_1-1)}}
=\sqrt2\,L_D\left[\sqrt{\varphi-1}-\sqrt{u-1}\right].
\]

Extrapolating to \(u=1\) defines the edge, \(w=\sqrt2\,L_D\sqrt{\varphi-1}\).

For midgap centres with equal electron and hole lifetimes, the net thermal generation rate is

\[
g=\frac{n_i^2-np}{\tau(n+p+2n_i)} .
\]

In the dark the layer is swept clear of holes, so \(p\ll n_i\) and \(np\ll n_i^2\) over most of the generating part. Then

\[
g\approx\frac{n_i}{\tau(2+n/n_i)} .
\]

Close to the surface, where \(n\ll n_i\), this is \(n_i/(2\tau)\). It has dropped to half that value where \(n=2n_i\), that is, at \(u=\ln(N/2n_i)\). As a function of \(u\) the drop is a symmetric smooth step about this point, a few units wide. If \(x\) is nearly linear in \(u\) across it, a sharp step there gives the same integral. The generating width is therefore

\[
w_g=\sqrt2\,L_D\left[\sqrt{\varphi-1}-\sqrt{\ln\frac{N}{2n_i}-1}\right],
\]

and the dark supply and the acceleration are

\[
F_{\rm dark}=\frac{n_i^2L_h}{N\tau}+\frac{n_iw_g}{2\tau},
\qquad
f_n=\frac{G(L_h+w)}{F_{\rm dark}} .
\]

The form requires \(\varphi\) to exceed \(\ln(N/2n_i)\) by several units, so that the generating region is wider than the step.

**Q.** What changes for p-type? It also receives photogenerated holes.

**A.** It does, but it already has about \(N\) of them. I take this wafer at flat band, so in the dark \(p_s=N\). In light, neutrality requires \(p=N+n\), the dark electron density being negligible. The extra hole density therefore equals the electron density \(n\), and we need \(n\) at the surface.

The etch current needs a field that drives holes to the surface, and this field pushes electrons inwards. Let \(E\) be that field in units of \(kT/e\) per length, positive when it drives holes to the surface. The fluxes towards the surface are

\[
F_h=D_hp'+D_hpE,\qquad F_e=D_en'-D_enE .
\]

Generation and recombination, in the solid and at its surface, create or remove electrons and holes in pairs. In the steady state the difference \(F_h-F_e\) is therefore the same at every depth, and, if the reaction injects no electrons, it equals the etching flux:

\[
F_h-F_e=(D_h-D_e)n'+(D_hp+D_en)E=k\,p_s .
\]

For \(n\ll N\) this gives

\[
E\approx\frac{k}{D_h}+\frac{(D_e-D_h)n'}{D_hN}.
\]

Inserted in \(F_e\), the second term changes the diffusion part \(D_en'\) by a relative amount of order \(n/N\), so I drop it. The first gives electrons a drift velocity away from the surface,

\[
v=\frac{kD_e}{D_h},\qquad F_e=D_en'-vn .
\]

A thin slab gains electrons at the rate \(F_e'\) per unit volume, so

\[
D_en''-vn'-\frac n\tau+G=0 .
\]

If electrons recombine at the surface with velocity \(S\), then \(F_e(0)=Sn(0)\), or \(D_en'(0)=(v+S)n(0)\). Try \(n=G\tau-Ae^{-\lambda x}\). The constant terms cancel, and the exponential terms require

\[
D_e\lambda^2+v\lambda-\frac1\tau=0,\qquad
\lambda=\frac{-v+\sqrt{v^2+4D_e/\tau}}{2D_e},
\]

where the positive root makes the disturbance decay with depth. The surface condition reads \(D_e\lambda A=(v+S)(G\tau-A)\), hence

\[
A=G\tau\,\frac{v+S}{v+S+D_e\lambda},\qquad
n(0)=G\tau\,\frac{D_e\lambda}{v+S+D_e\lambda}.
\]

Dividing by the dark hole density gives

\[
f_p=\frac{G\tau}{N}\,\frac{D_e\lambda}{v+S+D_e\lambda}\le\frac{G\tau}{N}.
\]

The bound holds to leading order in \(G\tau/N\). Weak light, by definition, makes this ratio small. No such limit applies to \(f_n\), because the doping does not set the dark hole supply of a depleted n-type surface in the same way.

**Q.** Please put numbers in. How large is the effect in n-type?

**A.** Take round model parameters at 300 K: \(N=10^{15}\) cm⁻³, \(n_i=10^{10}\) cm⁻³, \(\tau=10\) µs, \(D_h=10\) and \(D_e=30\) cm²/s, relative permittivity 12, \(G=10^{18}\) cm⁻³ s⁻¹ and \(k=20\) cm/s. The n-type bending is 1.0 V, so \(\varphi=38.68\).

The Debye length is 0.131 µm and the hole diffusion length 100 µm. The two widths are

\[
w=\sqrt2(0.1309)\sqrt{37.68}\approx1.14\ \text{µm},
\]
\[
w_g=\sqrt2(0.1309)\left(\sqrt{37.68}-\sqrt{9.82}\right)\approx0.56\ \text{µm}.
\]

About half of the depletion layer generates in the dark. The supplies, in cm⁻² s⁻¹, are \(1.0\times10^8\) from the neutral region, \(2.78\times10^{10}\) from the depletion layer and \(1.01\times10^{16}\) from light. Thus

\[
f_n=\frac{1.011\times10^{16}}{2.792\times10^{10}}\approx3.6\times10^5 .
\]

The surface hole density rises from \(1.4\times10^9\) to \(5.1\times10^{14}\) cm⁻³. Simple division by the equilibrium density would have given \(G\tau/p_0=10^{13}/10^5=10^8\), which is 276 times too large. It omits the depletion layer, whose dark supply is 278 times that of the neutral region.

**Q.** And the p-type wafer under the same light?

**A.** Here \(v=20\times30/10=60\) cm/s. The formula for \(\lambda\) gives \(D_e\lambda\approx1702\) cm/s, so without surface recombination

\[
f_p=0.010\times\frac{1702}{60+1702}\approx0.0097 .
\]

The etch rate rises by about 1%. With \(S=1000\) cm/s the rise falls to about 0.6%, because electrons lost at the surface no longer require extra holes to neutralize them.

The fractional response of n-type is thus about \(3.7\times10^7\) times that of p-type, for \(S=0\). This ratio has two factors. The absolute increase of \(p_s\) is \(5.07\times10^{14}\) cm⁻³ in n-type and \(9.8\times10^{12}\) cm⁻³ in p-type, a factor of 52. The dark densities differ by \(10^{15}/(1.40\times10^9)\approx7.1\times10^5\). Most of the contrast therefore comes from the denominator.

**Q.** Why is there a factor of 52 at all, if the generation is equal?

**A.** The depleted n-type surface collects holes from a depth of about \(L_h\) and holds them until they are captured. Its increase is about \(GL_h/k\), while that of p-type is about \(G\tau\). The ratio is

\[
\frac{GL_h/k}{G\tau}=\frac{L_h}{k\tau}=\frac{D_h}{kL_h}=\frac{10}{20\times10^{-2}}=50 ,
\]

and the small corrections already found bring it to 52. This factor depends on the capture velocity, whereas \(f_n\) hardly does as long as capture is not very slow and recombination centres at the n-type surface are negligible. Raising \(k\) to 100 cm/s in the numerical solution left \(f_n\) at \(3.6\times10^5\).

**Q.** So the illuminated n-type wafer etches faster than the p-type wafer?

**A.** Not in this example. Expressed as the current of captured holes, \(ek\,p_s\), n-type goes from \(4.5\times10^{-6}\) to 1.63 mA/cm². P-type goes from 3.20 to 3.24 mA/cm². The n-type wafer is accelerated far more, yet even in light it etches at about half the rate of p-type in the dark. These are hole-capture currents; if the reaction also injects electrons into the solid, the measured current is larger. In p-type, one injected electron per captured hole also gives a dark electron density of about \(10^{13}\) cm⁻³ at the surface, no longer negligible against \(G\tau\), but \(f_p\) stays near 0.0097.

**Q.** Your n-type formula contains a sharp depletion edge and a sharp generation step. How do I know they do no harm?

**A.** They were tested against a numerical solution of hole drift and diffusion through the full bending profile, with the complete recombination law and no assumed edge, collection length or generating width. The values of \(f_n\) agree within 3% in all the cases computed, and in the main example to about 0.1%, partly by cancellation: the numerical light and dark supplies each lie about 0.3% above their formulas. This solution keeps the electrons at their dark density. In the main example, letting the electrons and the field in the neutral region respond to light raises the light supply by a further 0.3%, to about 0.6% above the formula. The p-type formula was tested against a nonlinear calculation for both carriers, and agrees within 2%.

For \(S=0\) the remaining p-type difference, about 1%, has the expected size. At depth, the full recombination law gives

\[
G=\frac{n(N+n)}{\tau(N+2n)}
\quad\Rightarrow\quad
n\approx G\tau\left(1+\frac{G\tau}{N}\right),
\]

which is 1% above the value \(G\tau\) used in the formula. For \(S=1000\) cm/s other terms of order \(G\tau/N\) partly offset this, and the difference is about 0.5%.

**Q.** Can I test the cause itself, and not just the arithmetic?

**A.** Change the dark hole supply and leave the light alone. Suppose some other process releases a fixed hole flux \(F_{\rm leak}\) in the depletion layer, the same in the dark and in light. Avalanche breakdown is not such a process, because it also multiplies the photogenerated holes. The light-induced part is unchanged, so

\[
f_n=\frac{G(L_h+w)}{F_{\rm dark}+F_{\rm leak}} .
\]

With \(F_{\rm leak}=10^{16}\) cm⁻² s⁻¹ the numerical solution gives \(f_n=1.0\) instead of \(3.6\times10^5\). The wafer is still n-type, still depleted, and receives the same light, but its rate merely doubles. The large acceleration came from the scarcity of holes in the dark.

A larger intrinsic density acts in the same direction. For \(n_i=10^{12}\) cm⁻³, with the other parameters kept, \(f_n\) falls to about 2200. The neutral supply grows as \(n_i^2\), and the layer supply as \(n_iw_g\).

**Q.** My potentiostat fixes the electrode potential, not the band bending. Does that spoil the comparison?

**A.** It matters differently for the two wafers. In n-type, halving the bending to 0.5 V raises \(f_n\) to \(9.3\times10^5\). The generating width shrinks to

\[
w_g=\sqrt2(0.1309)\left(\sqrt{18.34}-\sqrt{9.82}\right)\approx0.21\ \text{µm},
\]

so the dark supply falls, while the light supply changes little because \(L_h\gg w\). A moderate shift of bending on illumination therefore leaves the conclusion intact.

In p-type near flat band, the surface holes stay close to equilibrium with the bulk. A bending shift of \(\delta\), in units of \(kT/e\), changes \(p_s\) by a factor \(e^{\pm\delta}\). The whole light effect corresponds to

\[
\delta=\ln(1.0098)\approx0.0098,
\]

or about 0.25 mV. A shift of that size can double or cancel the response. The value \(f_p\approx0.01\) is thus a statement about fixed flat band; a small change measured at fixed electrode potential cannot be identified with it unless the bending is known.

**Q.** When should I stop trusting the picture altogether?

**A.** When one of its balances fails. If transport in the electrolyte limits the reaction, extra holes no longer give a proportional increase in etching. If the solution also attacks silicon without holes, that rate adds to the dark rate and lowers the fractional acceleration. Strong light, with \(G\tau\) comparable to \(N\), invalidates the weak-light formulas for both wafers. The formulas also assume uniform generation, whereas visible light is absorbed mostly near the surface, so the numbers for a real lamp will differ. For an absorbed flux \(\Phi=10^{16}\) cm⁻² s⁻¹ with a 1 µm absorption depth, the increases of \(p_s\) are about \(\Phi/k\) in n-type and \(\Phi/(v+D_e\lambda)\) in p-type at \(S=0\): the factor of 52 becomes about 88 and \(f_p\) about 0.006, while \(f_n\) stays near \(3.6\times10^5\). Finally, the p-type result holds only near flat band. If the p-type surface is itself depleted of holes, light drives electrons to it and can change the bending, and \(f_p\) no longer describes the response.

Slow hole capture is a further limit. Since \(p_s=F/k\), holes pile up at the n-type surface as \(k\) falls, and their charge eventually alters the bending. In the main example their charge per area is 0.7% of that of the depleted donors, so the fixed profile is justified there. Recombination centres at the n-type surface have been neglected too. At a depleted surface they generate holes in the dark, which raises the dark rate and lowers \(f_n\). For midgap centres with equal recombination velocity \(S\) for both carriers, and no electrons at the surface, the dark balance becomes

\[
k\,p_s=F_{\rm dark}+\frac{S\,n_i^2}{p_s+2n_i}.
\]

With \(S=1000\) cm/s and the other parameters of the main example, this gives \(p_s\approx6.2\times10^{10}\) cm⁻³ in the dark, and \(f_n\) falls from \(3.6\times10^5\) to about \(8\times10^3\). That is still far above the p-type value, but the size of \(f_n\) clearly depends on the quality of the surface. Where electrons still reach the surface, the centres also let some of the delivered holes recombine before they can etch.

## Calculated quantities

```
temperature: 300 K; kT/e: 25.85 mV
relative permittivity: 12.0
doping N, both types: 1.0e+15 cm^-3
intrinsic density ni: 1.0e+10 cm^-3
lifetime tau: 10.0 us
diffusivity holes, electrons: 10, 30 cm^2/s
generation G: 1.0e+18 cm^-3 s^-1
hole-capture velocity k: 20 cm/s
n-type band bending: 1.0 V = 38.68 kT/e
Debye length: 0.1309 um
hole diffusion length: 100.0 um
electron diffusion length: 173.2 um
depletion width w: 1.137 um
dark generating width w_g: 0.556 um
dark supply, neutral region: 1.000e+08 cm^-2 s^-1
dark supply, depletion layer: 2.782e+10 cm^-2 s^-1
light supply G(L_h+w): 1.011e+16 cm^-2 s^-1
n-type p_s dark (numeric): 1.400e+09 cm^-3
n-type p_s light (numeric): 5.074e+14 cm^-3
n-type hole current dark: 4.486e-06 mA/cm^2
n-type hole current light: 1.626 mA/cm^2
hole sheet / donor sheet, light: 0.0068
f_n base: numeric 3.624e+05, formula 3.622e+05
f_n k = 100 cm/s: numeric 3.619e+05, formula 3.622e+05
f_n ni = 1e12 cm^-3: numeric 2209, formula 2213
f_n bending 0.5 V: numeric 9.331e+05, formula 9.387e+05
f_n leak 1e16 cm^-2 s^-1: numeric 1.015, formula 1.011
naive n-type estimate G*tau/p0: 1.000e+08
naive / numeric f_n: 275.9
p-type p_s dark: 1.0000e+15 cm^-3
p-type p_s light (numeric): 1.0098e+15 cm^-3
p-type hole current dark: 3.204 mA/cm^2
p-type hole current light: 3.236 mA/cm^2
p-type electron drift velocity u: 60.0 cm/s
upper bound G*tau/N: 0.01000
f_p S = 0 cm/s: numeric 0.00976, formula 0.00966
f_p S = 1000 cm/s: numeric 0.00619, formula 0.00616
ratio f_n/f_p (numeric, S = 0): 3.713e+07
absolute rise of p_s, n-type: 5.074e+14 cm^-3
absolute rise of p_s, p-type: 9.759e+12 cm^-3
```
